# Via and line resistances from chain measurements: extraction and rank loss

A via chain is a meandering conductor that passes back and forth between two metal levels. It consists of $n$ straight line segments, called links, joined by $N=n-1$ vias. Links lie alternately in the lower and the upper level, beginning with the lower, and $n$ is even. Each chain is measured at its two ends through leads whose total resistance $R_0$ is the same for all chains.

Conduction is ohmic and there is no leakage. Links are long enough for the current crowding near a via to be independent of link length; its effect is counted as part of the via resistance. This is an assumption of the model: the overlap of the two crowding zones of a link decays roughly as $\exp(-\pi g/t)$, with $g$ the gap between the vias and $t$ the metal thickness, so $g$ must be several times $t$ for the shortest links used. Link lengths run between via centres; the first and last links are measured from the point where the lead joins the chain to the centre of their only via. The levels have line resistances per length $r_{\rm low}$ and $r_{\rm up}$, and the mean via resistance is $R_v$.

The algebra is in atomic units, with resistance in $\hbar/e^2$ and length in bohr. Numerical lengths are in angstrom and resistances in ohm. The synthetic data come from Kirchhoff's node equations for every via and link, with the chosen model values $R_0=50$ ohm, $R_v=20$ ohm, $r_{\rm low}=0.012$ and $r_{\rm up}=0.008$ ohm/angstrom. They represent no particular metal.

## Part (a): the regression model

**Question.** All links of a chain have length $s$. Express its resistance through $N$ and the total line length $L=ns$. Can the resistance of one particular via be found from such measurements?

**Model answer.** Without leakage, the same current $I$ flows through every element. The voltage drops add, and division by $I$ shows that the resistances add. There are $n/2$ links in each level, so the lines contribute

$$\frac n2 s\,r_{\rm low}+\frac n2 s\,r_{\rm up}=ns\,\frac{r_{\rm low}+r_{\rm up}}2=rL,\qquad r=\frac{r_{\rm low}+r_{\rm up}}2 .$$

If every via has resistance $R_v$, the result is

$$R=R_0+NR_v+rL. \tag{1}$$

If the vias differ, $NR_v$ is replaced by the sum of their resistances. Raising one via and lowering another in the same chain by the same amount leaves $R$ unchanged. In a chain with two or more vias, end-to-end data therefore cannot give the resistance of a particular via; that needs further information, for example from voltage taps inside the chain. Raising one via in every chain and lowering $R_0$ by the same amount also changes no reading, so without an assumption about the vias not even $R_0$ is fixed. The assumption made below is that all vias scatter about a common mean $R_v$. A suitable set of chains then gives estimates of $R_v$, $R_0$ and $r$. Only for a chain with a single via can that via be estimated, as $R-\hat R_0-\hat rL$, with an error set by the reading and by those estimates.

The value of $R_v$ also belongs to a length convention. If each link were assigned the shorter length $s-\delta$, the new total would be $L'=L-n\delta$. Since $n=N+1$,

$$R=(R_0+r\delta)+N(R_v+r\delta)+rL'.$$

The same data would then give a via resistance larger by $r\delta$.

## Part (b): when the regression matrix loses rank

**Question.** Chains $i=1,\dots,m$ are measured, and the rows of the matrix $X$ are $x_i=(1,N_i,L_i)$. Find the geometrical condition for noise-free data to determine $\theta=(R_0,R_v,r)^T$ uniquely, and express $\det X^TX$ in geometrical terms.

**Model answer.** Two parameter sets give the same data if and only if their difference $z$ satisfies $Xz=0$. The solution is therefore unique if and only if $X$ has rank 3.

Suppose that the rank is smaller. Then a nonzero $z=(\alpha,\beta,\gamma)^T$ exists with

$$\alpha+\beta N_i+\gamma L_i=0\quad\text{for every } i .$$

Here $\beta$ and $\gamma$ cannot both vanish, since $\alpha$ would then vanish too. This is the equation of a straight line in the $(N,L)$ plane. Conversely, if all points lie on a line, the coefficients of its equation form a nonzero null vector. Hence $X$ has rank 3 if and only if the points $(N_i,L_i)$ are not all on one straight line. At least three chains are needed, but three are not sufficient by themselves.

For the determinant, row $a$ of $X^TX$ is $\sum_i X_{ia}x_i$. A determinant is linear in each of its rows, so

$$\det X^TX=\sum_{i,j,k}X_{i1}X_{j2}X_{k3}\det(x_i,x_j,x_k).$$

Terms with a repeated index vanish. For a given triple $i<j<k$, the six orderings change $\det(x_i,x_j,x_k)$ by the sign of the permutation. The signed products in front add up to the same determinant. Therefore

$$\det X^TX=\sum_{i<j<k}\big[\det(x_i,x_j,x_k)\big]^2 .$$

Subtracting the first row from the other two gives

$$\det(x_i,x_j,x_k)=(N_j-N_i)(L_k-L_i)-(N_k-N_i)(L_j-L_i),$$

which is twice the signed area of the triangle formed by the three points. Thus $\det X^TX$ is the sum of $(2\times\text{area})^2$ over all triangles. It vanishes when every triangle is flat, in agreement with the rank condition. Both statements were tested in integer arithmetic on small random designs, among them 45 of rank 2 and 254 of rank 3.

## Part (c): what survives a loss of rank

**Question.** Determine what can still be extracted from these designs, with $s$ in angstrom:

1. $n=100,200,300,400$, all with $s=2000$;
2. $(n,s)=(100,4000),(200,2000),(400,1000)$;
3. $n=200$ with $s=1000,2000,3000$;
4. $(n,s)=(100,2000),(200,1500),(400,1250)$.

**Model answer.** A combination $c^T\theta$ is determined if it has the same value for all parameter sets that fit the data. These sets differ by null vectors, so the condition is $c^Tz=0$ for every null vector $z$.

If the points lie on $L=a+bN$, then

$$z=(-a,-b,1)^T,\qquad Xz=0,$$

because each row gives $-a-bN_i+L_i=0$. The points are not all identical, so the rank is 2 and all null vectors are multiples of this one. The determined combinations are $R_0+ar$, $R_v+br$ and their linear combinations. By itself, $r$ is never determined on such a line; $R_v$ is determined if $b=0$, and $R_0$ if $a=0$.

*Design 1* has one link length. From $L=s(N+1)$ follows $a=b=s$. The data give $R_v+sr=40$ ohm and $R_0+sr=70$ ohm. Each added via brings one added link, and the two contributions cannot be separated.

*Design 2* has the fixed total length $L=400000$ angstrom, so $b=0$. The via resistance is still determined, and the fit returns 20 ohm. Rank loss does not make every parameter unobtainable.

*Design 3* has the fixed via count $N=199$, a vertical line in the plane. Its null vector is $(-199,1,0)^T$. Now $r$ is determined and the fit returns 0.01 ohm/angstrom, while $R_0$ and $R_v$ enter through $R_0+199R_v$.

*Design 4* varies via count, total length and link length, yet its total lengths are 200000, 300000 and 500000 angstrom. They satisfy

$$L=100000+1000\,n=101000+1000\,N .$$

Both $a$ and $b$ are nonzero, so none of the three parameters is determined. Adding $-0.0004$ ohm/angstrom times the null vector to the true parameters gives

$$R_0=90.4\ \text{ohm},\quad R_v=20.4\ \text{ohm},\quad r=0.0096\ \text{ohm/angstrom}.$$

For the first chain the two sets predict, in ohm,

$$50+99(20)+0.01(200000)=4030,$$
$$90.4+99(20.4)+0.0096(200000)=4030 .$$

The other two chains also agree, at 7030 and 13030 ohm. Both sets are positive and physically acceptable, so even noise-free data cannot choose between them.

## Part (d): an extraction that works

**Question.** For each of two link counts $n_1<n_2$, one chain has link length $s_0(1-\varepsilon)$ and one has $s_0(1+\varepsilon)$. Derive the least-squares estimates. Apply them with $n_1=100$, $n_2=400$, $s_0=2000$ angstrom and $\varepsilon=0.5$. The readings, in the order short and long for $n_1$, then short and long for $n_2$, are 3029.58, 5031.07, 12031.57 and 20029.73 ohm.

**Model answer.** For $\varepsilon\ne0$ the two chains at each $n_j$ have equal $N$ and different $L$. They lie on two different vertical lines, so the four points are not collinear and the rank is 3.

Let $M_j$ be the mean of the two readings at $n_j$, and $D_j$ half their difference, long minus short. With $N_j=n_j-1$, model (1) predicts

$$m_j=R_0+N_jR_v+rs_0n_j,\qquad d_j=rs_0\varepsilon n_j .$$

The readings are $M_j\pm D_j$ and the predictions $m_j\pm d_j$. In the sum of squared residuals the cross terms cancel:

$$\sum_{j,\pm}\big[(M_j-m_j)\pm(D_j-d_j)\big]^2
=2\sum_j(M_j-m_j)^2+2\sum_j(D_j-d_j)^2 .$$

For any $r$, the two free numbers $R_0$ and $R_v$ can make both $M_j-m_j$ zero. It remains to minimize the second sum over $r$. Setting its derivative to zero gives $\sum_j n_j(D_j-rs_0\varepsilon n_j)=0$, hence

$$\hat r=\frac{n_1D_1+n_2D_2}{s_0\varepsilon(n_1^2+n_2^2)}. \tag{2}$$

Using $n_j=N_j+1$, the conditions $M_j=m_j$ become

$$M_j=(R_0+s_0r)+N_j(R_v+s_0r).$$

This is a straight line in $N_j$. Its slope and intercept give

$$\hat R_v=\frac{M_2-M_1}{n_2-n_1}-s_0\hat r, \tag{3}$$

$$\hat R_0=\frac{N_2M_1-N_1M_2}{n_2-n_1}-s_0\hat r. \tag{4}$$

The readings yield, in ohm,

$$M_1=4030.325,\quad M_2=16030.650,\quad D_1=1000.745,\quad D_2=3999.080 .$$

Therefore

$$\hat r=\frac{100(1000.745)+400(3999.080)}{1000(170000)}=0.009998\ \text{ohm/angstrom},$$

$$\hat R_v=\frac{12000.325}{300}-19.9965=20.005\ \text{ohm},$$

$$\hat R_0=\frac{399(4030.325)-99(16030.650)}{300}-19.9965=50.2\ \text{ohm}.$$

In atomic units $\hat R_v=4.869\times10^{-3}\,\hbar/e^2$ and $\hat r=1.288\times10^{-6}\,\hbar/(e^2\,\text{bohr})$. A general least-squares solution of the four equations gives the same estimates.

## Part (e): errors of the extraction

**Question.** Each reading has an independent error of standard deviation $\sigma$, and each via departs independently from $R_v$ with standard deviation $\tau$. Find the variances of the estimates (2)–(4). Evaluate them for $\sigma=2$ ohm, first with $\tau=0$ and then with $\tau=1$ ohm. What happens as $\varepsilon\to0$?

**Model answer.** Variances of independent contributions add, so a chain with $N_j$ vias has variance $v_j=\sigma^2+N_j\tau^2$. The mean and the half-difference of two such independent readings each have variance $(v_j+v_j)/4=v_j/2$. Their covariance is $(v_j-v_j)/4=0$. Hence $\hat r$, built from the $D_j$, is uncorrelated with the first terms of (3) and (4), built from the $M_j$. It follows that

$$\operatorname{Var}\hat r=\frac{n_1^2v_1+n_2^2v_2}{2\,[s_0\varepsilon(n_1^2+n_2^2)]^2},$$

$$\operatorname{Var}\hat R_v=\frac{v_1+v_2}{2(n_2-n_1)^2}+s_0^2\operatorname{Var}\hat r,$$

$$\operatorname{Var}\hat R_0=\frac{N_2^2v_1+N_1^2v_2}{2(n_2-n_1)^2}+s_0^2\operatorname{Var}\hat r .$$

For $\tau=0$, $v_1=v_2=\sigma^2$ and

$$\operatorname{Var}\hat R_v=\sigma^2\left[\frac1{(n_2-n_1)^2}+\frac1{2\varepsilon^2(n_1^2+n_2^2)}\right].$$

At $\varepsilon=0.5$ the two terms are $4.44\times10^{-5}$ and $4.71\times10^{-5}$ ohm², so the standard deviation is 0.0096 ohm, or 0.05% of $R_v$. For $\hat r$ it is $3.4\times10^{-6}$ ohm/angstrom. For $\hat R_0$ it is 1.9 ohm, about 4% of $R_0$. The lead resistance enters each reading only once, while the via resistance is multiplied by $N$. A reading error is therefore divided by a large count in $\hat R_v$, but not in $\hat R_0$. All three estimates in part (d) lie within one standard deviation of the model values. These errors presuppose the same $r$ in all chains. If $r$ is larger by a fraction $f$ in the long-link chains, the slope in (3) gains $frs_0(1+\varepsilon)/2$ and $s_0\hat r$ gains $1/\varepsilon$ times that, so $\hat R_v$ shifts by $-frs_0(1-\varepsilon^2)/(2\varepsilon)=-15f$ ohm. A difference of only 0.1% gives $-0.015$ ohm, more than the standard deviation found above.

As $\varepsilon\to0$, the four points approach the line of a single link length. The error of $\hat r$ grows as $1/\varepsilon$. The error of $\hat R_v$ does so once the second term dominates, which requires

$$\varepsilon\ll\frac{n_2-n_1}{\sqrt{2(n_1^2+n_2^2)}}=0.51 .$$

Its standard deviation rises from 0.0096 ohm at $\varepsilon=0.5$ to 0.069 at 0.05 and 0.69 at 0.005. The first step is a factor of 7.2, because the first term still matters at $\varepsilon=0.5$; the second is close to 10. Repeated noisy fits agree with these values within the tested 3%.

The sum $\hat R_v+s_0\hat r$ is the slope in (3). Its standard deviation, $\sigma/(n_2-n_1)=0.0067$ ohm, does not depend on $\varepsilon$. The resistance of one via plus one mean link remains well measured while its division into two parts is lost.

For $\tau=1$ ohm, $v_1=4+99=103$ and $v_2=4+399=403$ ohm². The standard deviation of $\hat R_v$ becomes

$$\sqrt{\frac{506}{2(300)^2}+0.00453}\ \text{ohm}=0.086\ \text{ohm},$$

about nine times the value from reading errors alone. Those of $\hat r$ and $\hat R_0$ become $3.4\times10^{-5}$ ohm/angstrom and 10.6 ohm. Draws of every single via gave 0.084 ohm for $\hat R_v$, within the tested 5%. Averaging $k$ readings of the same chains replaces $\sigma^2$ by $\sigma^2/k$ but leaves $N_j\tau^2$ unchanged, since the vias stay the same. Its contribution to the errors falls if further chains of the same kind, with other vias, are measured and averaged. The independence of the vias matters: a shift common to all vias of a chain, independent from chain to chain with standard deviation $\tau_c$, adds $N_j^2\tau_c^2$ to $v_j$. With $\sigma=2$ ohm, $\tau=0$ and $\tau_c=0.1$ ohm the same formulas give 0.16 ohm for $\hat R_v$.

## Part (f): leads removed

**Question.** Four-terminal sensing removes $R_0$. Does design 1 of part (c), with its single link length, now determine $R_v$? Find the error for $\sigma=2$ ohm and $\tau=0$.

**Model answer.** The rows are now $(N_i,L_i)$. The rank is 2 unless all ratios $L_i/N_i$ are equal. Here $L_i/N_i=s(1+1/N_i)$ varies, so the rank is formally full. The reason is that each chain has one more link than it has vias:

$$R=N(R_v+sr)+sr .$$

The separation rests on the constant $sr=20$ ohm, which is small compared with the chain resistances of 3980 to 15980 ohm.

With $G=X^TX$, the least-squares estimate is $G^{-1}X^T$ times the data. Its covariance is $G^{-1}X^T(\sigma^2)XG^{-1}=\sigma^2G^{-1}$. Inverting the $2\times2$ matrix gives

$$\operatorname{Var}\hat R_v=\frac{\sigma^2\sum_iL_i^2}{\sum_iN_i^2\sum_jL_j^2-(\sum_iN_iL_i)^2}
=\frac{\sigma^2\sum_iL_i^2}{\sum_{i<j}(N_iL_j-N_jL_i)^2},$$

where the last form follows by expanding the squares. For one link length,

$$N_iL_j-N_jL_i=s[N_i(N_j+1)-N_j(N_i+1)]=s(N_i-N_j).$$

Since $L_i=sn_i$ and $N_i-N_j=n_i-n_j$, the factors $s^2$ cancel:

$$\operatorname{Var}\hat R_v=\sigma^2\frac{\sum_i n_i^2}{\sum_{i<j}(n_i-n_j)^2}
=\sigma^2\,\frac{300000}{200000}.$$

The standard deviation is $2\sqrt{1.5}=2.4$ ohm, or 12% of $R_v$, against 0.0096 ohm for the four chains of part (d). Multiplying all $n_i$ by a common factor leaves it unchanged, so longer chains of this kind do not help.

There is a systematic danger as well. An unremoved lead resistance $\delta$ is fitted perfectly by $sr\to sr+\delta$ and $R_v\to R_v-\delta$. One ohm of remaining lead resistance lowers the extracted via resistance by one ohm. Full rank does not by itself make an extraction useful.

## Part (g): the two metal levels

**Question.** Can the chains of part (d) give $r_{\rm low}$ and $r_{\rm up}$ separately? If not, show that one further chain with $n=200$, lower links of 1000 angstrom and upper links of 3000 angstrom is sufficient.

**Model answer.** The matrix now has rows $(1,N,L_{\rm low},L_{\rm up})$, where the last two entries are the total lengths in each level. With equal links, $L_{\rm low}=L_{\rm up}=L/2$ in every chain. The last two columns coincide, $(0,0,1,-1)^T$ is a null vector, and the rank is 3. Only the mean $r$ of the line resistances can be extracted.

Add the further chain and let $(z_0,z_1,z_2,z_3)^T$ be a null vector of the enlarged matrix. The first four chains require

$$z_0+z_1N+\tfrac12(z_2+z_3)L=0 .$$

Their points $(N,L)$ are not collinear, so $z_0=z_1=0$ and $z_3=-z_2$. The fifth chain then requires $z_2(L_{\rm low}-L_{\rm up})=0$. Its total lengths are 100000 and 300000 angstrom, so $z_2=0$. No nonzero null vector remains, and the rank is 4.

The new information can be followed by hand. Write $r_{\rm low}=r+\Delta$ and $r_{\rm up}=r-\Delta$. The resistance of the fifth chain differs from the value predicted with the mean $r$ by $\Delta(L_{\rm low}-L_{\rm up})$. Without noise this chain has

$$50+199(20)+0.012(100000)+0.008(300000)=7630\ \text{ohm},$$

while the mean $r=0.01$ ohm/angstrom predicts 8030 ohm. Hence $\Delta=(-400)/(-200000)=0.002$ ohm/angstrom, which gives $r_{\rm low}=0.012$ and $r_{\rm up}=0.008$ ohm/angstrom. The five-chain fit in the numerical output returns the same values.

## Numbers as computed

```
Model: R0, Rv [ohm] = 50.0 20.0
Model: r lower, upper, mean [ohm/angstrom] = 0.012 0.008 0.01
Reading error sigma, via spread tau [ohm] = 2.0 1.0
Random designs of rank 2 and rank 3 [count] = 45 254
one link length: (n, s [angstrom]) = [(100, 2000), (200, 2000), (300, 2000), (400, 2000)]
  rank = 2 ; null vector (R0:ohm, Rv:ohm, r:ohm/A) = [-2000, -2000, 1]
fixed total length: (n, s [angstrom]) = [(100, 4000), (200, 2000), (400, 1000)]
  rank = 2 ; null vector (R0:ohm, Rv:ohm, r:ohm/A) = [-400000, 0, 1]
hidden line: (n, s [angstrom]) = [(100, 2000), (200, 1500), (400, 1250)]
  rank = 2 ; null vector (R0:ohm, Rv:ohm, r:ohm/A) = [-101000, -1000, 1]
fixed via count: (n, s [angstrom]) = [(200, 1000), (200, 2000), (200, 3000)]
  rank = 2 ; null vector (R0:ohm, Rv:ohm, r:ohm/A) = [-199, 1, 0]
One link length: Rv+s*r = 40.0000 ohm, R0+s*r = 70.0000 ohm
Fixed total length still gives Rv = 20.0000 ohm
Fixed via count still gives r = 0.010000 ohm/angstrom
Hidden line, second set: R0 = 90.40 ohm, Rv = 20.40 ohm, r = 0.0096 ohm/angstrom
  R from first set [ohm] = ['4030.000', '7030.000', '13030.000']
  R from second set [ohm] = ['4030.000', '7030.000', '13030.000']
Sound design: (n, s [angstrom]) = [(100, 1000), (100, 3000), (400, 1000), (400, 3000)]
  rank = 3, det(X^T X) = 1.2240e+17 angstrom^2
  R without noise [ohm] = ['3030.00', '5030.00', '12030.00', '20030.00']
  R read with noise [ohm] = ['3029.58', '5031.07', '12031.57', '20029.73']
  M1, M2, D1, D2 [ohm] = ['4030.325', '16030.650', '1000.745', '3999.080']
  slope (M2-M1)/(n2-n1) = 40.00108 ohm
  extracted R0 = 50.221 ohm, sd 1.938 ohm
  extracted Rv = 20.00454 ohm, sd 0.00957 ohm
  extracted r = 0.00999827, sd 3.43e-06 ohm/angstrom
eps = 0.5: sd Rv = 0.00957 ohm (sampled 0.00950), sd r = 3.43e-06 ohm/A
eps = 0.05: sd Rv = 0.06892 ohm (sampled 0.06889), sd r = 3.43e-05 ohm/A
eps = 0.005: sd Rv = 0.68603 ohm (sampled 0.68758), sd r = 3.43e-04 ohm/A
With via spread: sd R0 = 10.632 ohm, sd Rv = 0.0857 ohm (sampled 0.0839)
  sd r = 3.37e-05 ohm/angstrom
No leads, one link length: rank = 2, sd Rv = 2.449 ohm (sampled 2.459)
Two levels: rank with equal links = 3 ; with extra chain = 4
  extra chain (n, s_low, s_up [angstrom]) = (200, 1000, 3000)
  recovered r_low = 0.012000, r_up = 0.008000 ohm/angstrom
Atomic unit of resistance hbar/e^2 = 4108.236 ohm
Extracted Rv = 4.869374e-03 hbar/e^2
Extracted r = 1.287866e-06 hbar/(e^2 bohr)
```
